# Why atomic screening stops the growth of the bremsstrahlung logarithm

**Question.** A fast electron radiates in the field of a nucleus. For a bare nucleus the cross section contains a logarithm that grows with the electron energy. For a neutral atom the growth stops, and the logarithm settles near \(\ln(183\,Z^{-1/3})\). Why does it stop, at what energy, and where does 183 come from?

**Answer.**

## The mechanism: a least momentum transfer

Use \(\hbar=c=1\) and \(e^2=4\pi\alpha\). An electron of mass \(m\), momentum \(\mathbf p\) and energy \(E\) emits a photon \((\omega,\mathbf k)\) and leaves with \(\mathbf p'\), \(E'\). The heavy atom stays in its ground state and takes up momentum but negligible energy, so

\[
\mathbf q=\mathbf p-\mathbf p'-\mathbf k,\qquad E=E'+\omega .
\]

The triangle inequality gives \(|\mathbf q|\ge p-p'-\omega\), with equality when all momenta are parallel. The right side is positive because \(dp/dE=E/p>1\). For \(E,E'\gg m\), \(p\simeq E-m^2/2E\), and therefore

\[
q_{\min}\simeq\frac{m^2}{2E'}-\frac{m^2}{2E}=\frac{m^2\omega}{2EE'}\equiv\delta .
\]

A Fourier component \(q\) of the atomic field probes distances of order \(1/q\). As the energy rises at fixed \(\omega/E\), \(\delta\) falls and the process reaches out to distances \(1/\delta\). A bare nucleus has a field there; a neutral atom has almost none at distances large compared with the length \(a\) that sets the size of its electron cloud. In momentum space,

\[
\frac{Ze}{q^2}\;\to\;\frac{Ze}{q^2}\,[1-F(q)],
\]

where \(F\) is the Fourier transform of the electron density, normalized to \(F(0)=1\). For \(qa\ll1\), \(1-F\propto q^2\).

The cross section will turn out to be an integral over \(dq/q\), ending near \(m\) above. Its lower end is \(\delta\) while \(\delta\gg1/a\), and about \(1/a\) once \(\delta\ll1/a\). The logarithm thus changes from \(\ln(m/\delta)\) to \(\ln(ma)\) plus a constant. That constant requires the amplitude.

## The amplitude at high energy

To first order in the atomic field (first Born approximation), \(|M|=Ze^3(1-F)|T|/q^2\), with

\[
T=\bar u(p')\left[\frac{\slashed\epsilon(\slashed p'+\slashed k+m)\gamma^0}{2p'\!\cdot k}-\frac{\gamma^0(\slashed p-\slashed k+m)\slashed\epsilon}{2p\cdot k}\right]u(p).
\]

Take the \(z\) axis along \(\mathbf k\), real polarizations \(\boldsymbol\epsilon\perp\mathbf k\), and transverse momenta \(\mathbf p_\perp=m\mathbf u\), \(\mathbf p'_\perp=m\mathbf u'\) of order \(m\). Define \(\mathbf s=\mathbf u-\mathbf u'=\mathbf q_\perp/m\), \(D=1+u^2\), \(D'=1+u'^2\), \(x=\omega/E\), \(y=E'/E\). Since \(E-p_z\simeq m^2D/2E\),

\[
2p\cdot k=\frac{\omega m^2D}{E},\qquad 2p'\!\cdot k=\frac{\omega m^2D'}{E'} .
\]

The intermediate electron is nearly on shell. For \(P=p'+k\), with on-shell energy \(E_P\), \(\slashed P+m=\sum u_P\bar u_P+\gamma^0(E-E_P)\). Here \(E-E_P\simeq 2p'\!\cdot k/2E\) cancels the denominator, leaving a term smaller than the first by order \(p'\!\cdot k/E^2\); drop it. In the first term \(\bar u_P\gamma^0u_p\simeq2E\), without spin flip. The second diagram likewise gives \(2E'\). Thus

\[
T=\frac{2EE'}{\omega m^2}\left[\frac{V(\mathbf u')}{D'}-\frac{V(\mathbf u)}{D}\right],
\]

where \(V\) is the vertex for an electron of energy \(E\) becoming one of energy \(E'\) with unchanged transverse momentum. With spinors \((\sqrt{E+m}\,\chi,\ \boldsymbol\sigma\!\cdot\!\mathbf p\,\chi/\sqrt{E+m})\), and up to an overall sign,

\[
V\simeq\sqrt{EE'}\,\chi'^\dagger\!\left[\boldsymbol\sigma\!\cdot\!\boldsymbol\epsilon\,\frac{\boldsymbol\sigma\!\cdot\!\mathbf p}{E+m}+\frac{\boldsymbol\sigma\!\cdot\!\mathbf p'}{E'+m}\,\boldsymbol\sigma\!\cdot\!\boldsymbol\epsilon\right]\!\chi .
\]

Insert \(\boldsymbol\sigma\!\cdot\!\mathbf p/(E+m)\simeq\sigma_z(1-m/E)+\boldsymbol\sigma\!\cdot\!\mathbf p_\perp/E\). Because \(\boldsymbol\sigma\!\cdot\!\boldsymbol\epsilon\,\sigma_z=-\sigma_z\boldsymbol\sigma\!\cdot\!\boldsymbol\epsilon\), the leading terms cancel and the bracket becomes

\[
m\Big[\boldsymbol\epsilon\!\cdot\!\mathbf u\big(\tfrac1E+\tfrac1{E'}\big)+\big(i\sigma_z(\boldsymbol\epsilon\times\mathbf u)_z+\sigma_z\boldsymbol\sigma\!\cdot\!\boldsymbol\epsilon\big)\big(\tfrac1E-\tfrac1{E'}\big)\Big].
\]

In \(T\) only two differences appear:

\[
\mathbf J=\frac{\mathbf u}{D}-\frac{\mathbf u'}{D'},\qquad I=\frac1D-\frac1{D'} .
\]

Average over initial spin and sum over final spin and polarization. The first two spin terms are diagonal and the third is off-diagonal, so the third does not interfere with them; the real first and imaginary second do not interfere either. The polarization sums give \(J^2\), \(J^2\) and \(2I^2\):

\[
\overline{\sum}|T|^2=\frac{4E^2E'^2}{\omega^2m^4}\,m^2\,\frac{2J^2(E^2+E'^2)+2I^2\omega^2}{EE'}
=\frac{8E^2y}{x^2m^2}\big[(1+y^2)J^2+x^2I^2\big].
\]

## Phase space

The cross section is

\[
d\sigma=\frac1{2p}\frac{d^3p'}{(2\pi)^32E'}\frac{d^3k}{(2\pi)^32\omega}\,2\pi\,\delta(E-E'-\omega)\,\overline{\sum}|M|^2 .
\]

For a spherical atom, integrating over the photon direction at fixed \(\mathbf p\) equals integrating over the direction of \(\mathbf p\) at fixed \(\mathbf k\), with \(d\Omega=d^2p_\perp/E^2\). The energy delta function removes \(dp'_z\), since \(dp'_z/dE'\simeq1\). Hence

\[
\frac{d\sigma}{d\omega}=\frac{\omega}{8E^3E'(2\pi)^5}\int d^2p_\perp d^2p'_\perp\,\frac{(4\pi\alpha)^3Z^2(1-F)^2}{q^4}\,\overline{\sum}|T|^2 .
\]

The constants combine as \(64\pi^3\cdot8/(8\cdot32\pi^5)=2/\pi^2\), and \(y/(EE'x^2)=1/\omega^2\). With \(r_e=\alpha/m\),

\[
\omega\frac{d\sigma}{d\omega}=\frac{2Z^2\alpha r_e^2}{\pi^2}\int d^2s\,d^2u\,\frac{m^4}{q^4}(1-F)^2\big[(1+y^2)J^2+x^2I^2\big].
\]

## The upper end of the logarithm

For \(q\gg\delta\) the longitudinal part of \(\mathbf q\) is negligible, so \(q=ms\), and \(\mathbf u\) can be integrated at fixed \(\mathbf s\). Combining denominators with a parameter \(\tau\),

\[
\int\frac{d^2u}{DD'}=\int_0^1\frac{\pi\,d\tau}{1+\tau(1-\tau)s^2}=\pi w_1,\qquad w_1=\frac{4\,\mathrm{arsinh}(s/2)}{s\sqrt{s^2+4}} .
\]

Also \(\int d^2u/D^2=\pi\), so \(\int I^2d^2u=2\pi(1-w_1)\). Using \(u^2=D-1\) and \(2\mathbf u\cdot\mathbf u'=D+D'-2-s^2\),

\[
J^2=-\frac1{D^2}-\frac1{D'^2}+\frac{2+s^2}{DD'},\qquad \int J^2d^2u=\pi[(2+s^2)w_1-2].
\]

Write \(x^2=(1+y^2)-2y\) and \(w_2=6(1-w_1)/s^2\). The integral of the square bracket is then \(\pi s^2[(1+y^2)w_1-\tfrac23yw_2]\). With \(d^2s=2\pi s\,ds\),

\[
\omega\frac{d\sigma}{d\omega}=4Z^2\alpha r_e^2\Big[(1+y^2)L_1-\tfrac23\,y\,L_2\Big],\qquad L_i=\int\frac{dq}{q}(1-F)^2\,w_i(q/m).
\]

Both kernels tend to 1 for \(q\ll m\) and fall off for \(q\gg m\): this is the upper cutoff. To find its constant put \(s=2\sinh t\), so that \(w_1=t/(\sinh t\cosh t)\) and \(ds/s=\coth t\,dt\). For a small lower limit \(s=\varepsilon\),

\[
\int_\varepsilon^\infty\frac{ds}{s}w_1=\int\frac{t\,dt}{\sinh^2t}=\big[-t\coth t+\ln\sinh t\big]=\ln\frac1\varepsilon+1 ,
\]

from \(-\ln2\) at the top and \(-1+\ln(\varepsilon/2)\) at the bottom. For the second kernel let \(c=\coth t\):

\[
\int_\varepsilon^\infty\frac{ds}{s}w_2=\frac32\Big[-\frac1{3\sinh^2t}-t\Big(c-\frac{c^3}3\Big)+\frac23\ln\sinh t\Big]=\ln\frac1\varepsilon+\frac56 ,
\]

since the square bracket is \(-\tfrac23\ln2\) at the top and \(-\tfrac59+\tfrac23\ln(\varepsilon/2)\) at the bottom.

## The lower end of the logarithm

For \(q\ll m\), \(\mathbf s\) is small but the longitudinal transfer matters. From the expansion of \(p_z-p'_z-\omega\) with \(\mathbf u'\simeq\mathbf u\), \(q_z=\delta D\). Expand \(\mathbf J\) and \(I\) to first order in \(\mathbf s\) and average over its direction:

\[
J^2\to\frac{s^2}2\Big[\frac2{D^2}-\frac{4u^2}{D^3}+\frac{4u^4}{D^4}\Big],\qquad I^2\to\frac{2s^2u^2}{D^4}.
\]

Since \(u^4+u^2=u^2D\), the sum is \(J^2+I^2\to s^2/D^2\). Thus \(L_1\) carries the weight \(1/D^2\) and \(L_2\) the weight \(6(D-1)/D^4\), each with unit integral over \(D\) from 1 to \(\infty\).

At fixed \(D\), \(d^2q_\perp=2\pi q\,dq\) and \(q_\perp^2=q^2-\delta^2D^2\). With \(r=\delta/q\), each momentum \(q\) therefore contributes to \(L_1\) and \(L_2\) the factors

\[
\int_1^{1/r}\!\frac{dD}{D^2}(1-r^2D^2)=(1-r)^2,
\]
\[
\int_1^{1/r}\!\frac{6(D-1)}{D^4}(1-r^2D^2)\,dD=1+3r^2-4r^3-6r^2\ln\frac1r .
\]

The two regions overlap for \(\delta\ll q\ll m\), where all factors are 1. To leading order in \(\delta/m\) one may therefore multiply them:

\[
L_1=\int_\delta^\infty\frac{dq}{q}\,[1-F(q)]^2\Big(1-\frac\delta q\Big)^2w_1(q/m),
\]

and similarly for \(L_2\).

**Bare nucleus.** With \(F=0\), the lower factors add \(-2+\tfrac12=-\tfrac32\) to the first logarithm and \(\tfrac32-\tfrac43-\tfrac32=-\tfrac43\) to the second. Adding \(1\) and \(\tfrac56\) gives \(L_1=L_2=\ln(m/\delta)-\tfrac12\), which grows without limit.

**Complete screening.** If \(\delta a\ll1\), then \(1-F\) has removed the region \(q\sim\delta\), and \(\delta\) drops out. Define

\[
C=\lim_{X\to\infty}\Big[\int_0^{X/a}\frac{dq}{q}(1-F)^2-\ln X\Big].
\]

For \(1/a\ll m\), joining this to the upper end gives

\[
L_1=\ln(ma)+C+1,\qquad L_2=L_1-\tfrac16 .
\]

## Where 183 comes from

The Thomas–Fermi model treats the electrons locally as a degenerate gas, with density \(n=p_F^3/3\pi^2\) and \(p_F^2/2m=Z\alpha\chi/r\). Poisson's equation is \(Z\,d^2\chi/dr^2=4\pi rn\). With \(r=a\xi\) it becomes

\[
\frac{d^2\chi}{d\xi^2}=\frac{\chi^{3/2}}{\sqrt\xi},\qquad a=\frac12\Big(\frac{3\pi}4\Big)^{2/3}\frac{Z^{-1/3}}{m\alpha}=0.8853\,a_0Z^{-1/3},
\]

where \(a_0=1/(m\alpha)\), \(\chi(0)=1\) and \(\chi(\infty)=0\). The fraction of electrons in \(d\xi\) is \(\sqrt\xi\,\chi^{3/2}d\xi\), so

\[
F(q)=\int_0^\infty\!\sqrt\xi\,\chi^{3/2}\,\frac{\sin(qa\xi)}{qa\xi}\,d\xi .
\]

The numerical solution gives \(C=-0.590\). Since \(ma=(0.8853/\alpha)Z^{-1/3}=121.32\,Z^{-1/3}\),

\[
L_1=\ln\!\big(121.32\,e^{0.410}Z^{-1/3}\big)\simeq\ln(183\,Z^{-1/3}).
\]

The number belongs to this density. A nuclear potential screened by \(e^{-r/a}\) has \(1-F=q^2/(q^2+a^{-2})\), for which the integral gives \(C=-\tfrac12\) and \(121.32\,e^{1/2}=200\). The change of lower cutoff is common to both models; the constant is not.

## Numbers for iron

Take a free iron atom, \(Z=26\), in the Thomas–Fermi model, so that \(ma=40.95\) and \(1/a=12.48\) keV. For \(\omega=E'=E/2\), \(\delta=m^2/2E\). The condition \(\delta a=1\) gives

\[
E=\frac{m(ma)}2=\frac{0.511\times40.95}{2}\ \text{MeV}=10.5\ \text{MeV}.
\]

| \(E\) (MeV) | \(\delta a\) | \(L_1\), bare | \(L_1\), iron |
|---|---|---|---|
| 10 | 1.05 | 3.20 | 2.97 |
| 30 | 0.349 | 4.28 | 3.60 |
| 100 | 0.105 | 5.47 | 3.94 |
| 1000 | 0.0105 | 7.77 | 4.11 |
| 10000 | 0.00105 | 10.07 | 4.12 |

Both \(L_1\) columns come from numerical integration of the formula for \(L_1\). For the bare nucleus this differs from \(\ln(m/\delta)-\tfrac12\) by terms of order \(\delta/m\), which lie beyond the accuracy of the derivation: the closed form gives 3.17 at 10 MeV and 4.27 at 30 MeV. The exact Born cross section of a bare nucleus, written as \(4Z^2\alpha r_e^2(1+y^2-\tfrac23y)L\), has \(L=3.13\) and \(4.26\) at these energies. Against the exact Born cross section, the cross section built from the integrated \(L_1\) and \(L_2\) is high, for both targets, by 2 to 3% at 10 MeV and by 0.5 to 0.6% at 30 MeV. For the bare nucleus the closed form lies closer, 1.2% and 0.2% high.

Screening sets in gradually. At 10 MeV it already lowers \(L_1\) by 7% of the bare value. As \(\delta\to0\) the iron integral tends to 4.127, slightly above \(\ln(ma)+C+1=4.122\); the joining assumed \(ma\gg1\), and the difference is \(\int(dq/q)\,[(1-F)^2-1](w_1-1)\), which is positive. The bare logarithm passes this saturated value at 26 MeV (\(\delta a=0.40\)), but the iron logarithm comes within 1% of saturation at about 480 MeV. The approach is slow because \((1-\delta/q)^2\simeq1-2\delta/q\) leaves a deficit of first order in \(\delta a\).

The photon energy matters as well. At \(E=50\) MeV, \(\delta a\) is 0.023 for \(\omega/E=0.1\) but 1.88 for \(\omega/E=0.9\). The soft photon has \(L_1=4.08\), against 6.97 for a bare nucleus; the hard one has 2.52 against 2.63 (the closed form gives 2.58 and the exact Born cross section of a bare nucleus corresponds to 2.55; with \(E'=5\) MeV the closed form is 1% high, and the cross section from the integrated logarithms is about 3% high for both targets). One electron energy can thus give nearly complete screening for soft photons and weak screening for hard ones.

With \(L=\ln(183\,Z^{-1/3})=4.1235\) and \(L_2=L-\tfrac16\), the cross section at complete screening is

\[
\omega\frac{d\sigma}{d\omega}=4Z^2\alpha r_e^2\Big[\Big(1+y^2-\frac{2y}3\Big)L+\frac y9\Big].
\]

For \(y=\tfrac12\) the bracket is \(\tfrac{11}{12}\times4.1235+\tfrac1{18}=3.835\). The prefactor is 1.567 barn, so the result is 6.01 barn. At \(E=10\) GeV the integral over the iron form factor also gives 6.01 barn, while a bare nucleus would give 14.5 barn.

These values hold within the first Born approximation, for \(E,E'\gg m\) and an atom left in its ground state. Higher orders in \(Z\alpha\), radiation with atomic excitation, and interference between atoms in a solid are not included. The numerical check compares the logarithmic formula with a direct phase-space integral of the tree amplitude, using exponential screening.

## Computed values

```
scan minimum of q / formula (E=1000 m, E'=400 m): 1.0000024
largest relative error of spin sum: 3.0e-06
phase-space bracket, E=200 m, E'=100 m, b=0.005 m: 4.6189
same bracket from the logarithms: 4.6219
Thomas-Fermi electron count / Z: 0.999999
C, momentum space: -0.5901
C, real space: -0.5902
C, exponential screening: -0.5000
Thomas-Fermi radius coefficient a Z^(1/3)/a0: 0.8853
m a Z^(1/3): 121.32
number in the logarithm, Thomas-Fermi: 182.79
number in the logarithm, exponential: 200.02
electron mass: 0.510999 MeV
iron Z: 26; m a: 40.953; 1/a: 12.478 keV
iron saturated L1: 4.1267; L2: 3.9608
ln(183 Z^(-1/3)): 4.1235
w=E/2: onset delta a=1 at E = 10.46 MeV
w=E/2: Coulomb log = saturated L1 at delta a = 0.401
w=E/2: that crossing is at E = 26.11 MeV
w=E/2: L1 within 1% of saturation at E = 476 MeV
w=E/2: E (MeV), delta (keV), delta a, L1 Coulomb, L1 iron
      10   13.05600   1.04635   3.1980   2.9676
      30    4.35200   0.34878   4.2761   3.5950
     100    1.30560   0.10464   5.4728   3.9412
     300    0.43520   0.03488   6.5694   4.0619
    1000    0.13056   0.01046   7.7726   4.1069
   10000    0.01306   0.00105  10.0749   4.1247
  100000    0.00131   0.00010  12.3774   4.1265
E=50 MeV: w/E, delta a, L1 Coulomb, L1 iron
  0.1   0.0233   6.9745   4.0831
  0.5   0.2093   4.7828   3.7800
  0.9   1.8834   2.6341   2.5220
4 Z^2 alpha r_e^2: 1.5669 barn
w dsigma/dw, E=10000 MeV, w=E/2, iron: 6.010 barn
same, complete-screening formula with 183: 6.010 barn
same, bare nucleus: 14.471 barn
```
